# Plasmon Mode Normalization and the Quasistatic Quality Factor at Fixed Frequency

## What scaling already fixes

Without retardation, a plasmon mode is a potential $\phi$ that solves

$$\nabla\cdot(\varepsilon\nabla\phi)=0 \tag{1}$$

with no external source. This equation contains no length. If $\phi(\mathbf r)$ is a solution for a given body, then $\phi(\mathbf r/\lambda)$ is a solution, with the same permittivities, for the whole structure, body and surrounding dielectric together, enlarged by $\lambda$. As long as the permittivities are local and do not themselves depend on the size of the body, the overall size therefore cannot enter the frequency or the damping.

Frequency enters (1) only through the metal permittivity $\varepsilon(\omega)=\varepsilon'+i\varepsilon''$. For weak loss the decay rate $\Gamma$ is proportional to $\varepsilon''$, which is dimensionless. The only quantity that converts a small change of permittivity into a change of frequency is $1/\varepsilon'_\omega$, where the subscript $\omega$ denotes $\partial/\partial\omega$. Hence

$$\Gamma=C\,\frac{\varepsilon''}{\varepsilon'_\omega},\qquad Q=\frac{\omega}{\Gamma}=\frac{1}{C}\,\frac{\omega\,\varepsilon'_\omega}{\varepsilon''}.$$

Scaling leaves open whether the number $C$ depends on shape. The theorem shows that, under the assumptions listed below, $C=2$ for every shape with a smooth surface.

## Assumptions and theorem

Hartree atomic units with Gaussian fields are used, so $\hbar=1$ and the speed of light is $c\approx137$. The time factor is $e^{-i\omega t}$, and a damped mode has complex frequency $\tilde\omega=\omega_r-i\Gamma/2$. Its energy decays as $e^{-\Gamma t}$, and $Q=\omega_r/\Gamma$.

1. One metal, with local and isotropic permittivity $\varepsilon(\omega)$, fills a bounded region $m$ of any shape with a smooth surface, possibly in several separate pieces. Ideal sharp edges are excluded, because for some negative permittivities the field near them is so singular that $\int|\mathbf E|^2dV$ diverges.
2. The remaining space $d$ holds a dielectric $\varepsilon_d(\mathbf r)>0$ without loss or dispersion. It may vary in space, but it is uniform far away and in a layer next to each connected part of the metal surface. A dielectric that changes along the metal surface is excluded, because where a step of $\varepsilon_d$ meets the metal, the field can be as singular as at a sharp edge.
3. The structure is small compared with the wavelength in the dielectric and with the penetration depth $c/(\omega|\varepsilon|^{1/2})$ in the metal, so that retardation and radiation are neglected.
4. At the resonance $\varepsilon'_\omega>0$.

**Theorem.**

(a) For weak loss, the mode field $\mathbf f$ in $\hat{\mathbf E}=\mathbf f\,\hat a+\text{h.c.}$ is normalized by

$$\varepsilon'_\omega\int_m|\mathbf f|^2\,dV=4\pi. \tag{2}$$

(b) To leading order in the loss,

$$Q=\frac{\omega\,\varepsilon'_\omega}{2\varepsilon''}. \tag{3}$$

(c) At any loss, $\tilde\omega$ lies on the curve $\mathrm{Im}\,\varepsilon(\tilde\omega)=0$, which is a property of the metal. On a branch of this curve along which $\mathrm{Re}\,\tilde\omega$ is monotonic, $\omega_r$ determines $Q$.

Shape does select the resonance frequency. The claim is that two shapes resonating at the same frequency on the same branch have the same $Q$.

## Lemma 1: energy and general normalization

*For a weakly absorbing medium, the stored energy and the absorbed power of a field $\mathrm{Re}[\mathbf E_0e^{-i\omega t}]$ are*

$$U=\frac1{16\pi}\int\left[(\omega\varepsilon')_\omega|\mathbf E_0|^2+|\mathbf B_0|^2\right]dV,\qquad P=\frac{\omega}{8\pi}\int\varepsilon''|\mathbf E_0|^2\,dV. \tag{4}$$

*Proof.* The fields deliver the power $(\mathbf E\cdot\partial_t\mathbf D+\mathbf B\cdot\partial_t\mathbf B)/4\pi$ per volume. Let $\mathbf E_0(t)$ vary slowly. Acting on $\mathbf E_0e^{-i\omega t}$, the operator $i\partial_t$ becomes $\omega+i\partial_t$ acting on the envelope. With $g(\omega)=\omega\varepsilon(\omega)$,

$$\partial_t\mathbf D=\mathrm{Re}\left[-i\,g(\omega+i\partial_t)\mathbf E_0\,e^{-i\omega t}\right]\simeq\mathrm{Re}\left[\left(-i\omega\varepsilon\,\mathbf E_0+g_\omega\,\partial_t\mathbf E_0\right)e^{-i\omega t}\right].$$

The average of a product of two such real fields over a period is half the real part of one amplitude times the conjugate of the other. Since $\mathrm{Re}(-i\varepsilon)=\varepsilon''$,

$$\frac{\overline{\mathbf E\cdot\partial_t\mathbf D}}{4\pi}=\frac{\omega\varepsilon''}{8\pi}|\mathbf E_0|^2+\frac1{8\pi}\mathrm{Re}\left[g_\omega\,\mathbf E_0^*\cdot\partial_t\mathbf E_0\right].$$

For weak loss $g_\omega\simeq(\omega\varepsilon')_\omega$, and $\mathrm{Re}(\mathbf E_0^*\cdot\partial_t\mathbf E_0)=\tfrac12\partial_t|\mathbf E_0|^2$. The last term is then the time derivative of $(\omega\varepsilon')_\omega|\mathbf E_0|^2/16\pi$, which is stored energy. The first term persists at constant amplitude and is absorption. The magnetic part is the same calculation with permeability one. ∎

A mode that obeys $\dot a=-i\omega a$ with canonical commutator $[\hat a,\hat a^\dagger]=1$ has classical energy $\omega|a|^2$. Its field $\mathbf fa\,e^{-i\omega t}+\text{c.c.}$ has amplitude $\mathbf E_0=2\mathbf fa$, and likewise $\mathbf B_0=2\mathbf ba$. Inserting these in (4) turns the prefactor $1/16\pi$ into $|a|^2/4\pi$, so that

$$\frac1{4\pi}\int\left[(\omega\varepsilon')_\omega|\mathbf f|^2+|\mathbf b|^2\right]dV=\omega. \tag{5}$$

As a check of the factor, a plane wave in an empty volume $V$ has $|\mathbf b|=|\mathbf f|$. Then (5) gives $|\mathbf f|^2=2\pi\omega/V$. The zero-point energy is $(|\mathbf f|^2+|\mathbf b|^2)V/8\pi=\omega/2$, as it must be.

## Lemma 2: the electrostatic balance

*Every solution of (1) that decays at infinity satisfies*

$$\varepsilon\int_m|\mathbf E|^2dV+\int_d\varepsilon_d|\mathbf E|^2dV=0. \tag{6}$$

*The metal permittivity at a mode is therefore a real number $\varepsilon_n$, and it is negative if the field reaches into the dielectric.*

*Proof.* Multiply (1) by $\phi^*$ and use the product rule:

$$0=\phi^*\nabla\cdot(\varepsilon\nabla\phi)=\nabla\cdot(\phi^*\varepsilon\nabla\phi)-\varepsilon|\nabla\phi|^2.$$

Integrate over all space. At the interfaces $\phi$ and the normal component of $\varepsilon\nabla\phi$ are continuous, so the surface terms from the two sides cancel. There is no free charge, so far away $\phi$ falls at least as $r^{-2}$ and its gradient as $r^{-3}$. The surface term on a large sphere then falls as $r^2r^{-2}r^{-3}=r^{-3}$ and vanishes. What remains is (6).

If $\int_m|\mathbf E|^2dV$ were zero, (6) would make the field vanish everywhere. One may therefore divide:

$$\varepsilon_n=-\frac{\int_d\varepsilon_d|\mathbf E|^2dV}{\int_m|\mathbf E|^2dV}. \tag{7}$$

The right side is real. ∎

The proof never assumed that $\varepsilon$ is real. It also holds when $\varepsilon$ is the analytic continuation $\varepsilon(\tilde\omega)$ to a complex frequency.

## Proof of the theorem

**(a)** In a structure of size $L$, Maxwell's equation $\nabla\times\mathbf B=-i(\omega/c)\varepsilon\mathbf E$ gives a contribution $|\mathbf B|\sim|\varepsilon|(\omega L/c)|\mathbf E|$ from the metal and a similar one, with $\varepsilon_d$ in place of $|\varepsilon|$, from the dielectric. By (6), $\int_d\varepsilon_d|\mathbf f|^2dV=|\varepsilon|\int_m|\mathbf f|^2dV$, so $\int|\mathbf b|^2dV$ is at most of order $|\varepsilon|(|\varepsilon|+\varepsilon_d)(\omega L/c)^2\int_m|\mathbf f|^2dV$. This is to be compared with the term $\omega\varepsilon'_\omega\int_m|\mathbf f|^2dV$ that survives below. When $\omega\varepsilon'_\omega$ is of order $|\varepsilon|$ or larger, as for a Drude metal, the ratio is at most of order $(|\varepsilon|+\varepsilon_d)(\omega L/c)^2$, which is small by assumption 3. The magnetic term in (5) is dropped. In the metal $(\omega\varepsilon')_\omega=\varepsilon'+\omega\varepsilon'_\omega$, while in the dielectric $(\omega\varepsilon_d)_\omega=\varepsilon_d$. Thus

$$\int(\omega\varepsilon')_\omega|\mathbf f|^2dV=\left[\varepsilon'\int_m|\mathbf f|^2dV+\int_d\varepsilon_d|\mathbf f|^2dV\right]+\omega\varepsilon'_\omega\int_m|\mathbf f|^2dV.$$

The bracket vanishes by (6), because $\varepsilon'=\varepsilon_n$ to first order in the loss. Equation (5) becomes $\omega\varepsilon'_\omega\int_m|\mathbf f|^2dV=4\pi\omega$, which is (2).

**(b)** The same cancellation in (4) gives

$$U=\frac{\omega\varepsilon'_\omega}{16\pi}\int_m|\mathbf E_0|^2dV,\qquad P=\frac{\omega\varepsilon''}{8\pi}\int_m|\mathbf E_0|^2dV.$$

The decay rate of the energy is $\Gamma=P/U=2\varepsilon''/\varepsilon'_\omega$, so $C=2$ and (3) follows. Shape enters both quantities through one and the same integral, which cancels.

**(c)** By Lemma 2 the mode condition is $\varepsilon(\tilde\omega)=\varepsilon_n$ with real $\varepsilon_n$. This is the stated curve. Where $\mathrm{Re}\,\tilde\omega$ is monotonic along a branch, one value of $\omega_r$ belongs to one point, hence to one $\Gamma$ and one $Q$. ∎

Part (c) also shows the accuracy of (3). Expand about $\omega_r$:

$$\varepsilon(\omega_r-i\Gamma/2)=\varepsilon'+i\varepsilon''-\frac{i\Gamma}{2}(\varepsilon'_\omega+i\varepsilon''_\omega)-\frac{\Gamma^2}{8}(\varepsilon'_{\omega\omega}+i\varepsilon''_{\omega\omega})+\dots$$

The imaginary part vanishes when $\varepsilon''-\Gamma\varepsilon'_\omega/2$ equals terms of third order in the loss, since $\Gamma$ and $\varepsilon''$ are both of first order. This reproduces (3) with a relative error of second order.

## Remark 1: two cases that can be solved by hand

*Drude metal.* Let $\varepsilon=\varepsilon_\infty-\omega_p^2/(\omega^2+i\gamma\omega)$ with constant real $\varepsilon_\infty$. This is real at $\tilde\omega$ when $\tilde\omega^2+i\gamma\tilde\omega$ is real. The imaginary part of that expression is $-\omega_r\Gamma+\gamma\omega_r$, so an oscillating mode has $\Gamma=\gamma$ and $Q=\omega_r/\gamma$ for any shape. For comparison, on the real axis

$$\varepsilon''=\frac{\omega_p^2\gamma}{\omega(\omega^2+\gamma^2)},\qquad\varepsilon'_\omega=\frac{2\omega\,\omega_p^2}{(\omega^2+\gamma^2)^2},$$

and (3) gives $Q=(\omega/\gamma)/(1+\gamma^2/\omega^2)$. The relative error is of order $1/Q^2$, as expected.

*Sphere in vacuum.* The dipole mode of a sphere of radius $R$ has a uniform interior field, and (2) reads $\varepsilon'_\omega|\mathbf f|^2\,4\pi R^3/3=4\pi$, so $|\mathbf f|^2=3/(R^3\varepsilon'_\omega)$. A uniformly polarized sphere with dipole $d$ has interior field of magnitude $d/R^3$, hence $d^2=R^6|\mathbf f|^2=3R^3/\varepsilon'_\omega$. Linear response gives the same value. Near $\varepsilon=-2$,

$$\alpha=R^3\frac{\varepsilon-1}{\varepsilon+2}\simeq-\frac{3R^3}{\varepsilon'_\omega(\omega-\omega_0)},$$

while a bosonic mode has $\alpha=2\omega_0d^2/(\omega_0^2-\omega^2)\simeq-d^2/(\omega-\omega_0)$.

## Remark 2: where shape returns

*Dispersive or lossy dielectric.* If $\varepsilon_d$ depends on frequency or absorbs, the steps of (b) give, for weak loss, $Q=\omega\int\varepsilon'_\omega|\mathbf E|^2dV/(2\int\varepsilon''|\mathbf E|^2dV)$ with both integrals over all space. If the dielectric is uniform, shape still does not return. Dividing (1) by $\varepsilon_d$ and repeating Lemma 2 shows that $\varepsilon(\tilde\omega)/\varepsilon_d(\tilde\omega)$ must be real, a condition that involves only the two materials. If a further material is present, such as a core that differs from the surroundings, the weights depend in general on the field distribution, and so does $Q$.

*Retardation.* Consider a bound mode that does not radiate, at zeroth order in the loss. Integrating $\nabla\cdot(\mathbf E\times\mathbf B^*)=\mathbf B^*\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf B^*$ over all space gives zero on the left. With $\nabla\times\mathbf E=i(\omega/c)\mathbf B$ and $\nabla\times\mathbf B^*=i(\omega/c)\varepsilon'\mathbf E^*$ this means $\int|\mathbf B|^2dV=\int\varepsilon'|\mathbf E|^2dV$. The bracket in (a) no longer vanishes but equals the magnetic integral. Together with the magnetic energy itself it contributes twice to $16\pi U$:

$$Q=\frac{\omega\varepsilon'_\omega\int_m|\mathbf E|^2dV+2\int|\mathbf B|^2dV}{2\varepsilon''\int_m|\mathbf E|^2dV}=\frac{\omega\varepsilon'_\omega}{2\varepsilon''}+\frac{\int|\mathbf B|^2dV}{\varepsilon''\int_m|\mathbf E|^2dV}. \tag{8}$$

Magnetic energy is stored without magnetic loss, so it raises the absorption-limited $Q$.

For a plasmon on a flat metal–vacuum surface the extra term has a closed form. Let $B_y\propto e^{ikx}$ decay with constants $\kappa_d$ in vacuum and $\kappa_m$ in the metal, where $\kappa_d^2=k^2-\omega^2/c^2$ and $\kappa_m^2=k^2-\varepsilon'\omega^2/c^2$. Continuity of $E_x$ requires $\kappa_m=|\varepsilon'|\kappa_d$, which gives $k^2=(\omega^2/c^2)|\varepsilon'|/(|\varepsilon'|-1)$. In the metal

$$|\mathbf E|^2=\frac{c^2}{\omega^2}\,\frac{k^2+\kappa_m^2}{\varepsilon'^2}|B_y|^2=\frac{|\varepsilon'|+1}{|\varepsilon'|(|\varepsilon'|-1)}|B_y|^2 .$$

Integration over the depth multiplies this by $1/(2|\varepsilon'|\kappa_d)$. The magnetic integral is $1/2\kappa_d+1/2\kappa_m=(|\varepsilon'|+1)/(2|\varepsilon'|\kappa_d)$. Their ratio makes the extra term in (8) equal to $|\varepsilon'|(|\varepsilon'|-1)/\varepsilon''$. It vanishes as $|\varepsilon'|\to1$, where $ck/\omega\to\infty$ and the wave becomes quasistatic.

## Worked example: a nanocavity of two spheres

The model metal has a Drude term and one interband oscillator,

$$\varepsilon=1-\frac{\omega_p^2}{\omega^2+i\gamma\omega}+\frac{S^2}{\omega_b^2-\omega^2-i\gamma_b\omega},$$

with $\omega_p=0.30$, $\gamma=0.002$, $S=\omega_b=0.20$ and $\gamma_b=0.006$ hartree. Two spheres of radius 100 bohr in vacuum are separated by 20 bohr (1.06 nm). The permittivity is kept local and independent of size, as the theorem assumes. In a real metal sphere this small, electron scattering at the surface adds a damping of order $v_F/R$. For a free-electron gas with this $\omega_p$ the Fermi velocity is $v_F\approx0.6$ atomic units, so $v_F/R\approx0.006$ hartree, about three times $\gamma$. The values of $Q$ below therefore illustrate the local quasistatic model and do not predict the $Q$ of real particles of this size. The lowest axial mode of the two model spheres has $\varepsilon_n=-3.414$. Quadrature of the field gives 3.414 for the ratio of $\int|\mathbf E|^2dV$ outside to inside the metal, as (7) requires.

**Energy.** Without loss the frequency is 0.12235 hartree and $\varepsilon'_\omega=113.9$ per hartree, so

$$(\omega\varepsilon')_\omega=-3.414+0.12235\times113.9=10.52.$$

Integrating the oscillator equations in time during a slow switch-on of the field gives the same 10.52. The energy coefficient is positive although $\varepsilon'$ is negative.

**Quality factor.** With loss the resonance lies at 0.12235 hartree (3.329 eV), where $\varepsilon'_\omega=113.79$ per hartree and $\varepsilon''=0.14508$. Equation (3) gives

$$Q=\frac{0.12235\times113.79}{2\times0.14508}=47.98.$$

A prolate spheroid of aspect ratio 1.544, and a metal shell with radius ratio 0.523 around a core of permittivity 2, were tuned to the same $\varepsilon_n$. The complex poles of the three separately computed polarizabilities all give $Q=48.003$. Formula (3) is lower by 0.05 %, comparable with $1/Q^2\approx0.04$ %. The widths of the absorption lines give 47.86 for the dimer, 47.98 for the spheroid and 47.97 for the shell, all within 0.3 % of the pole value. Here the width value is the peak frequency of $\omega\,\mathrm{Im}\,\alpha(\omega)$ divided by its full width at half maximum. The dimer lies 0.3 % below the pole value, while the spheroid and the shell lie within 0.1 % of it.

In the same quasistatic model, a single sphere resonates at 0.13606 hartree and has $Q=45.5$. With the Drude term alone, $Q=\omega_r/\gamma$ would rise with frequency. The damping of the interband oscillator reverses the trend here: with $\gamma_b=0$, formula (3) would still rise between the two frequencies, from about 71 to about 90.

**Quantized field.** Normalization (2) gives a mode dipole $d=269.0$ e·bohr and a field $f=1.769\times10^{-3}$ atomic units at the gap centre. Residues of the driven response reproduce both. An emitter there with an axial transition dipole $\mu=1$ e·bohr has coupling $g=\mu f=1.769\times10^{-3}$ hartree, or 48.1 meV, to this mode. The other plasmon modes, which $g$ leaves out, also shift the frequency of the emitter; the next bright mode, at 0.137 hartree, has a field at the gap centre almost 90 % as large. The value of $g$ belongs to the local model with sharp surfaces and is sensitive to the gap: 18 or 22 bohr instead of 20 gives about 55 or 43 meV. Nonlocal response, which displaces the effective surfaces, would therefore change it noticeably in real particles. Since (2) makes $f$ scale as $(\text{size})^{-3/2}$, shape and size control $g$ even where they cannot change the quasistatic $Q$.

**Radiation.** A dipole of amplitude $2d|a|$ radiates the mean power $\omega^4(2d|a|)^2/3c^3$. Division by the energy $\omega|a|^2$ gives

$$\Gamma_{\rm rad}=\frac{4\omega^3d^2}{3c^3}=6.9\times10^{-5}\ \text{hartree},$$

which is 2.7 % of the absorption rate $2.549\times10^{-3}$ hartree. This is an estimate for a source small compared with the wavelength; here the total length of 420 bohr gives $\omega L/c\approx0.37$. The penetration depth in the metal is about 600 bohr, so assumption 3 is met only marginally and the upper bound $(|\varepsilon|+\varepsilon_d)(\omega L/c)^2$ of part (a) is about 0.6. The magnetic field that follows from the quasistatic mode is much weaker than this bound allows, but it still adds about 0.3, or 0.7 %, to $Q$ through the last term of (8). Because $d^2$ grows with volume, radiation becomes more important for larger copies of the same shape.

**Retarded comparison.** For a flat surface at the same frequency, the extra term of Remark 2 is $3.414\times2.414/0.14508=56.8$. The prediction is $Q=47.98+56.8=104.8$, and the complex-frequency root of the full dispersion relation at fixed real wave number also gives 104.8. The metal and frequency are those of the dimer, yet $Q$ has more than doubled, so the quasistatic assumption is essential to the theorem. The flat surface is also unbounded, but this is not the cause. An unbounded film of thickness $t$ has the quasistatic mode condition $\varepsilon=-\coth(kt/2)$, which is again real, and at this frequency its retarded $Q$ is 48.0 for $t=20$ bohr and approaches 104.8 only as the film becomes thick. The remaining digits are in the numerical output.

## Calculated quantities

```
Drude plasma frequency: 0.3 hartree
Drude damping: 0.002 hartree
interband strength frequency: 0.2 hartree
interband frequency: 0.2 hartree
interband damping: 0.006 hartree
sphere radius in dimer: 100 bohr
gap: 20 bohr
gap converted: 1.058 nm
dimer permittivity eigenvalue: -3.41407
lossless dimer frequency: 0.122351 hartree
lossless d eps/dw at that frequency: 113.9 1/hartree
lossless d(w eps)/dw, formula: 10.5217
same from time-domain switch-on: 10.5217
outside/metal ratio of integral |E|^2: 3.414073
share of integral |E|^2 in metal: 0.226548
normalized mode energy / w: 1
mode dipole d: 269.04 e bohr
d from polarizability residue: 269.04 e bohr
mode field f at gap centre: 0.00176931 a.u. of field
f from self-field residue: 0.00176931 a.u. of field
coupling g for dipole 1 e bohr: 0.0017693 hartree
coupling g converted: 48.145 meV
spheroid aspect ratio: 1.54384
shell core permittivity: 2
shell inner/outer radius: 0.522741
damped resonance frequency: 0.122347 hartree
resonance converted: 3.3292 eV
eps' at resonance: -3.41426
eps'' at resonance: 0.145084
d eps'/dw at resonance: 113.792 1/hartree
Q from material formula: 47.9797
Q from complex pole, dimer: 48.003218
Q from complex pole, spheroid: 48.003218
Q from complex pole, shell: 48.003218
Q from absorption width, dimer: 47.863
Q from absorption width, spheroid: 47.977
Q from absorption width, shell: 47.966
single sphere frequency: 0.136057 hartree
single sphere Q from pole: 45.4676
single sphere Q from formula: 45.4273
dimer absorption rate Gamma: 0.0025487 hartree
dimer radiative rate estimate: 6.869e-05 hartree
radiative/absorption rate: 0.02695
flat surface plasmon frequency: 0.122356 hartree
flat surface plasmon Q from pole: 104.83
flat surface plasmon Q with magnetic term: 104.79
```
